# The Semi-Implicit Poisson Equation for Drift-Diffusion Plasma Models, part 2

A drift-diffusion plasma model is to be advanced in steps $\Delta t$ much longer than the dielectric relaxation time $\tau=\varepsilon/\sigma$. Units are SI, with temperatures $T_s$ in volts and $D_s=\mu_sT_s$. Species $s$ has charge $q_s$, density $n_s$, mobility $\mu_s$, diffusivity $D_s$ and flux $\boldsymbol\Gamma_s=\operatorname{sgn}(q_s)\,\mu_s n_s\mathbf E-D_s\nabla n_s$. Further, $\mathbf E=-\nabla\phi$, $\rho=\sum_s q_s n_s$, $\sigma=\sum_s|q_s|\mu_sn_s$ and $\mathbf J=\sigma\mathbf E-\sum_s q_sD_s\nabla n_s$. Superscripts $n$ and $n+1$ mark old and new values.

The semi-implicit Poisson equation predicts the charge at the end of the step from the new field and old densities:

$$
-\nabla\cdot\left[(\varepsilon+\Delta t\,\sigma^n)\nabla\phi^{n+1}\right]
=\rho^n+\Delta t\,\nabla\cdot\sum_sq_sD_s\nabla n_s^n . \tag{13}
$$

The densities are then advanced implicitly in this field, which leaves a charge mismatch:

$$
\rho^{n+1}-\nabla\cdot(\varepsilon\mathbf E^{n+1})
=\Delta t\,\nabla\cdot\left[\mathbf J(n^n,\mathbf E^{n+1})-\mathbf J(n^{n+1},\mathbf E^{n+1})\right]. \tag{22}
$$

For a small wave of wavenumber $k$ on a uniform neutral background of density $n_0$ with fixed ions, $a=D_ek^2\Delta t$, $b=\Delta t/\tau$ and $a=(k\lambda_D)^2b$, with Debye length $\lambda_D$. Here $\tau$ contains the electron conductivity alone (`tau_e` in the output). The field represents the charge $g=\varepsilon\nabla\cdot\mathbf E$. A lagged field, $g=\rho^n$, with implicit densities gives

$$
\rho^{n+1}=\rho^n-b\rho^n-a\rho^{n+1}
\quad\Longrightarrow\quad
\frac{\rho^{n+1}}{\rho^n}=\frac{1-b}{1+a}. \tag{7}
$$

Long waves then require $\Delta t\le2\tau$. In a modulated plasma the lagged field obeys

$$
\varepsilon(E^{n+1}-E^n)=-\Delta t\,J(E^n)=-\Delta t\,\sigma(x)\,(E^n-E_a), \tag{9}
$$

where $E_a$ is the ambipolar field:

$$
E_a=-\frac{D_e-D_i}{\mu_e+\mu_i}\,\frac{1}{n}\frac{\partial n}{\partial x}. \tag{17}
$$

The semi-implicit predictor instead gives

$$
g=\rho^n-bg-a\rho^n
\quad\Longrightarrow\quad
g=\frac{1-a}{1+b}\,\rho^n . \tag{19}
$$

If the densities are moved explicitly with the same flux, $\rho^{n+1}=g$.

The example has $n=n_0(1+A\cos kx)$ initially, $A=0.5$, $n_0=10^{16}\ \mathrm{m^{-3}}$, period 4 cm, cell width $h=0.250$ mm, $\mu_e=30$ and $\mu_i=0.1\ \mathrm{m^2\,V^{-1}s^{-1}}$, vacuum permittivity, $\tau=0.184$ ns and $\lambda_D=0.1288$ mm.

### The gain with implicit densities

The implicit electron update is $(1+a)\rho^{n+1}=\rho^n-bg$. Inserting $g$ gives

$$
(1+a)\rho^{n+1}=\frac{1+b-b(1-a)}{1+b}\,\rho^n=\frac{1+ab}{1+b}\,\rho^n, \tag{23}
$$

and the gain is

$$
G=\frac{1+ab}{(1+a)(1+b)}=1-\frac{a+b}{(1+a)(1+b)} . \tag{24}
$$

For positive $a$ and $b$ it lies between 0 and 1. The charge decays without changing sign, whatever the step.

A uniform mean field $E_0$ can be included while the ions stay fixed. For a wave $e^{ikx}$ the electron equation gains the drift term $\mu_eE_0\,\partial n_e/\partial x$, so that

$$
a=\Delta t\,(D_ek^2-i\mu_eE_0k),\qquad \operatorname{Re}a\ge0 . \tag{25}
$$

The same $a$ appears in the predictor and in the density update, so (24) still holds. To compare moduli, set $P=1+ab$ and $Q=a+b$. The denominator of (24) is $P+Q$, and

$$
\begin{aligned}
|P+Q|^2-|P|^2&=|Q|^2+2\operatorname{Re}(QP^*)\\
&=|a+b|^2+2\left[(1+b^2)\operatorname{Re}a+b(1+|a|^2)\right]. 
\end{aligned} \tag{26}
$$

The second line follows from $(a+b)(1+a^*b)=a+|a|^2b+b+a^*b^2$. Every term is non-negative and $b$ is positive, so $|G|<1$. Gains measured on the nonlinear solver without drift agree with the formulas (7), (19) and (24) for the three schemes to within $10^{-5}$. For (24) the agreement was also tested with drift.

### Mobile ions

Let the ions be singly charged and mobile, with no mean field. Define $a_s=D_sk^2\Delta t$, $b_s=en_0\mu_s\Delta t/\varepsilon$ and $b=b_e+b_i$. Let $\nu_e,\nu_i$ be the density amplitudes, and let $\gamma=g/e$. The predictor gives

$$
(1+b)\gamma=(1-a_i)\nu_i-(1-a_e)\nu_e, \tag{27}
$$

and the updates, with primes for new values, are

$$
(1+a_e)\nu_e'=\nu_e+b_e\gamma,\qquad
(1+a_i)\nu_i'=\nu_i-b_i\gamma . \tag{28}
$$

The signs differ because a diverging field gathers electrons and disperses ions. Write (28) as $(\nu_e',\nu_i')^T=M(\nu_e,\nu_i)^T$ with

$$
M=K^{-1}(I+uv^T),\quad K=\operatorname{diag}(1+a_e,1+a_i), \tag{29}
$$

where $u=(b_e,-b_i)^T$ and $v=(-(1-a_e),\,1-a_i)^T/(1+b)$. For two-component vectors $\det(I+uv^T)=1+u_1v_1+u_2v_2$, since the products of all four components cancel. With $N=(1+b)(1+a_e)(1+a_i)$ this yields

$$
\det M=\frac{1+b-b_e(1-a_e)-b_i(1-a_i)}{N}
=\frac{1+a_eb_e+a_ib_i}{N}. \tag{30}
$$

The expansion of $N$ contains every term of this numerator and further positive terms, so $0<\det M<1$.

Similarly, $I-M=K^{-1}(K-I-uv^T)$, and

$$
\det(K-I-uv^T)=a_ea_i-a_iu_1v_1-a_eu_2v_2 . \tag{31}
$$

Inserting $u$ and $v$, the right side times $1+b$ is

$$
a_ea_i(1+b)+a_ib_e(1-a_e)+a_eb_i(1-a_i)=a_ea_i+a_ib_e+a_eb_i, \tag{32}
$$

because the terms $a_ea_ib_e$ and $a_ea_ib_i$ cancel $a_ea_ib$. Therefore

$$
\det(I-M)=\frac{a_ea_i+a_ib_e+a_eb_i}{N}>0 . \tag{33}
$$

The diagonal elements of $M$ are $(1+b_i+a_eb_e)/[(1+b)(1+a_e)]$ and the same with $e$ and $i$ exchanged. Both are positive, and so is the trace.

These signs confine the eigenvalues $\lambda_1,\lambda_2$. If they are a complex pair, $|\lambda|^2=\det M<1$. If they are real, their positive sum and product make both positive. Then $(1-\lambda_1)(1-\lambda_2)>0$ puts both below 1 or both above 1, and a product below 1 excludes the second case. The step is therefore stable for any $\Delta t$ in this linear model. The proof does not cover non-uniform backgrounds, two mobile species with mean drift, or transport coefficients that respond strongly to the field.

The last two terms in (33) have a direct meaning. From the definitions,

$$
a_ib_e+a_eb_i=b\,D_ak^2\Delta t,\qquad
D_a=\frac{\mu_iD_e+\mu_eD_i}{\mu_e+\mu_i}. \tag{34}
$$

Here $D_a$ is the ambipolar diffusivity. Take $b\gg1$, $\mu_i\ll\mu_e$, $k\lambda_D\ll1$ and $(1+a_e)D_ak^2\Delta t\ll1$. The last condition makes $a_i$ and $a_ea_i$ small as well, and $a_ea_i$ is negligible against $bD_ak^2\Delta t$ because $a_e\ll b_e$. Then $1-\det M\simeq1/(1+a_e)$ and $\det(I-M)\simeq D_ak^2\Delta t/(1+a_e)$. The numbers $1-\lambda_1$ and $1-\lambda_2$ have the product $\det(I-M)$ and the sum $1-\det M+\det(I-M)$. Under these conditions the product is small against the square of the sum, so the smaller number is approximately the product divided by the sum:

$$
1-\lambda_{\rm slow}\simeq D_ak^2\Delta t . \tag{35}
$$

The slow mode is thus correct to leading order although $\Delta t\gg\tau$.

### Stability is not accuracy

Without diffusion, (24) is $1/(1+b)$, while the exact factor of the drift-diffusion model is $e^{-b}$. At $b=1$ these are 0.50 and 0.37. A calculation that needs the relaxation transient must still resolve $\tau$.

Large steps have a second cost. Let $\kappa=k\lambda_D$, so $a=\kappa^2b$. From (24),

$$
\frac{1}{1-G}=\frac{(1+\kappa^2b)(1+b)}{(1+\kappa^2)b}
=\frac{1}{1+\kappa^2}\left(\frac1b+\kappa^2b+1+\kappa^2\right). \tag{36}
$$

The bracket is smallest when $-1/b^2+\kappa^2=0$, or $b=1/\kappa$, where it equals $(1+\kappa)^2$. The strongest damping per step is therefore

$$
G_{\min}=1-\frac{1+\kappa^2}{(1+\kappa)^2}=\frac{2\kappa}{(1+\kappa)^2}
\quad\text{at}\quad \Delta t=\frac{\tau}{k\lambda_D}. \tag{37}
$$

For the longest wave in the example $\kappa=0.0202$, and the best step is about $49\tau$. This explains why its gain is 0.50 at $\tau$, falls to 0.094 at $10\tau$, and is back at 0.171 at $500\tau$.

When $a$ and $b$ are both large, $G\simeq1-1/a-1/b$. With fixed ions, the shortest waves on the grid have a gain of 0.996 at $500\tau$, so a charge error there needs about 260 steps to fall by a factor $e$. Equation (19) shows the reason. For $a>1$ the predicted charge $g$ has the opposite sign to $\rho^n$, because the old diffusion current has been extrapolated over too long a step. The resulting field pushes the charge back and nearly cancels the implicit diffusion. A shorter step damps such errors sooner.

### Why the diffusion current must stay

It may seem harmless to omit the diffusion term from (13), since the raised permittivity alone controls the instability. At a steady state, however, the equation would then read

$$
\varepsilon\nabla\cdot\mathbf E+\Delta t\,\nabla\cdot(\sigma\mathbf E)=\rho , \tag{38}
$$

with $\varepsilon$ uniform. This is not Gauss's law, and its solution depends on $\Delta t$. With the diffusion term present, the additional terms form $\Delta t\,\nabla\cdot\mathbf J$, which vanishes in a steady state.

The size of the error can be estimated for fixed ions of density $n_0(1+0.5\cos kx)$ and electrons in equilibrium. Zero electron flux means $E=-T_e\,\partial_x\ln n_e$. If $n_e\simeq n_i$, then at the density minimum $\partial_x n_e=0$ and $\partial_x^2n_e/n_e=k^2$, so $\varepsilon\,\partial_xE=-\varepsilon T_ek^2$. The gradient of $\sigma$ vanishes there too, and (38) multiplies this charge by $1+\Delta t\,\sigma/\varepsilon$ with the local conductivity, which is half its mean value. For $\Delta t=50\tau$ the factor is $1+25=26$.

An independent solution of the Poisson–Boltzmann equation gives a peak charge of $0.652\ \mathrm{\mu C/m^3}$. The full scheme gives the same value to the printed digits. Without the diffusion term the result is $16.6\ \mathrm{\mu C/m^3}$, against the estimate $26\times0.652\simeq17.0$. The 2 percent difference comes from setting $n_e=n_i$. The false charge reduces the electron modulation, and with it the curvature of $n_e$, by the fraction $D_ek^2\Delta t=50(k\lambda_D)^2\simeq0.02$.

### Ambipolar decay in 800 steps

The example uses round parameters and stands for no particular gas. The temperatures are $T_e=3$ eV and $T_i=0.05$ eV, so $D_e=30\times3=90\ \mathrm{m^2/s}$ and $D_i=0.1\times0.05=0.005\ \mathrm{m^2/s}$. Then

$$
D_a=\frac{0.1\times90+30\times0.005}{30.1}=0.304\ \mathrm{m^2/s}. \tag{39}
$$

The initial densities are $n_e=n_i=n_0(1+0.5\cos kx)$ with $k=2\pi/(0.04\ \mathrm m)=157\ \mathrm{m^{-1}}$. The domain is periodic, has 160 cells and carries no mean field.

Although the modulation is not small, theory predicts simple exponential decay in the quasi-neutral limit. Inserting (17) into the ion flux gives

$$
\Gamma_i=-\left[\frac{\mu_i(D_e-D_i)}{\mu_e+\mu_i}+D_i\right]\frac{\partial n}{\partial x}
=-D_a\frac{\partial n}{\partial x}. \tag{40}
$$

The density has cancelled from the drift term. With constant coefficients, the equation for $n$ is linear, and a cosine of any allowed amplitude decays at the rate $D_ak^2=7.50\times10^3\ \mathrm{s^{-1}}$.

The step is $500\tau=91.8$ ns, and 800 steps cover $73.4\ \mathrm{\mu s}$. The amplitude falls from 0.5 to 0.28835, which gives

$$
\frac{\ln(0.5/0.28835)}{73.44\times10^{-6}\ \mathrm s}=7.495\times10^3\ \mathrm{s^{-1}}, \tag{41}
$$

0.07 percent below theory. The final peak field is 141 V/m both in the run and from (17). A lagged field at its limit of $2\tau$ would need 200,000 steps for the same time, or 250 times as many. This count uses the mean density; by (9) the denser regions would require still shorter steps.

The spatial flux in this calculation averages the density between neighbouring cells. Its drift and diffusion contributions keep the signs needed for a positive implicit update if $h|E|<2T_s$, with $T_s$ in volts: the face coefficients are $D_s/h\pm\mu_sE/2$, and both must be positive. For the cold ions the bound is 0.1 V. The initial peak field from (17) is about 271 V/m, or 0.068 V per cell, so the condition holds.

### What the large step does to the space charge

The density and field are accurate, but at the end of the run the charge mismatch is 0.344 of the peak of $\varepsilon\,\partial_xE$. Equation (22) explains this figure. In one step the density modulation changes by the fraction $x=D_ak^2\Delta t$, so

$$
\delta n=n^n-n^{n+1}\simeq x\,n_0A\cos kx . \tag{42}
$$

The electrons dominate the change in current. With $E\simeq-T_e\,\partial_x\ln n$ and $D_e=\mu_eT_e$,

$$
\delta J=e\mu_eE\,\delta n+eD_e\,\partial_x\delta n
=eD_e\,n\,\partial_x\!\left(\frac{\delta n}{n}\right). \tag{43}
$$

Since $\delta n=x(n-n_0)$, one has $\delta n/n=x(1-n_0/n)$ and $\partial_x(\delta n/n)=xn_0\,\partial_xn/n^2$. Therefore

$$
\delta J=x\,eD_en_0\,\frac{1}{n}\frac{\partial n}{\partial x}
=-x\,en_0\mu_eE . \tag{44}
$$

The current error is proportional to the field itself. Taking $\Delta t\,\partial_x\delta J$ and using $en_0\mu_e/\varepsilon\simeq1/\tau$,

$$
\frac{\rho^{n+1}-\varepsilon\,\partial_xE}{\varepsilon\,\partial_xE}
\simeq-D_ak^2\Delta t\,\frac{\Delta t}{\tau}. \tag{45}
$$

Numerically, $7.50\times10^3\times91.8\times10^{-9}=6.89\times10^{-4}$, and multiplication by 500 gives 0.344, in agreement with the printed magnitude. The negative sign means that the stored charge $e(n_i-n_e)$ is about a third smaller than the charge represented by the field.

This hardly affects the densities, because the mismatch is a very small part of $en_0$: its peak at the end of the run is $5.7\times10^{-5}$ of $en_0$. It matters if the space charge is itself a wanted result. In this slow regime, (45) requires

$$
\Delta t\ll\sqrt{\frac{\tau}{D_ak^2}}, \tag{46}
$$

which is about 156 ns here. The bound is the geometric mean of the relaxation time and the ambipolar decay time. It is far longer than $\tau$, but it is an accuracy limit that unconditional stability does not reveal. The individual checks and values are listed in the numerical output.

## Values computed for the example and the checks

```
density 1.0e+16 m^-3, Te 3.0 eV, Ti 0.05 eV
mobilities: electron 30.0, ion 0.1 m^2/(V s)
diffusivities: electron 90.0, ion 0.0050 m^2/s
period 4.0 cm, cells 160, cell width 0.250 mm
conductivity 0.04823 S/m
relaxation time tau 0.1836 ns
Debye length 0.1288 mm, k*Debye 0.02023
largest gain error, measured minus formula 5.4e-06
lagged-field gain at 1.9 tau_e -0.8993, at 2.1 tau_e -1.0991
semi-implicit gain, longest mode, dt/tau_e 1: 0.50000
semi-implicit gain, longest mode, dt/tau_e 10: 0.09424
semi-implicit gain, longest mode, dt/tau_e 500: 0.17110
true decay factor over one tau_e, no diffusion 0.36788
semi-implicit gain, shortest waves, dt/tau_e 500: 0.99613
k*Debye 0.1: best dt/tau_e 10.000, gain 0.16529
two species, dt/tau 50, mode 20: det(I-M) 0.002939, det M 0.86725
largest eigenvalue modulus below 1 by 1.0e-03 in 3000 random cases
Gauss residual, same flux, dt/tau 20: 4.5e-12 of peak charge
order in dt of the one-step charge mismatch 2.038
Poisson-Boltzmann peak charge 0.6519 uC/m^3
diffusion term kept: peak charge 0.6519 uC/m^3, Gauss residual 1.8e-08
diffusion term dropped: peak charge 16.6371 uC/m^3, Gauss residual 2.6e+01
run: dt 91.80 ns, dt/tau 500, steps 800, time 73.44 us
permittivity factor 1+dt/tau at mean density 501
modulation amplitude: start 0.5, end 0.28835
ambipolar diffusivity 0.30399 m^2/s
decay rate: run 7495.1 s^-1, ambipolar theory 7500.6 s^-1
peak field: run 141.35 V/m, theory 141.40 V/m
charge mismatch at end: 5.68e-05 of e*n0, 0.344 of peak eps*div(E)
steps for a lagged field at its limit 2 tau 200000
lagged field, dt/tau 3, 6 steps: peak field 123 times ambipolar
```
